# Drain-Induced Threshold Reduction in a Floating-Gate Transistor

## Problem

An n-channel floating-gate transistor has a control gate, a floating gate completely surrounded by insulator, and a silicon channel between source and drain. The capacitances from the floating gate to the control gate, drain and source are $C_{CG}$, $C_D$ and $C_S$. Source and body are held at 0 V, and the charge $Q$ stored on the floating gate does not change. The ratio $C_D/C_{CG}$ is 0.1.

(a) Find how the threshold voltage measured at the control gate depends on the drain voltage $V_D$, neglecting other short-channel effects. Evaluate the change when $V_D$ goes from 0 to 4 V.

(b) Find both thresholds for a silicon cell at 300 K with $C_{CG}=600$ aF, $C_D=C_S=60$ aF, channel length $L=400$ nm, width $W=300$ nm, tunnel-oxide thickness $t_{ox}=10$ nm, acceptor density $N_A=2\times10^{17}\ \mathrm{cm^{-3}}$ and $Q=0$.

(c) How far does the floating-gate voltage rise if the control gate is not readjusted?

(d) Estimate the neglected effects for this cell, and say what the given ratio must include if the answer to (a) is to describe it.

## Solution

### (a) Charge balance and threshold

A capacitor $C_i$ between the floating gate, at voltage $V_{FG}$, and an electrode at $V_i$ places the charge $C_i(V_{FG}-V_i)$ on the floating gate. The surface facing the channel carries a further charge $q_{ch}$, which need not be proportional to voltage. The sum is the stored charge:

$$
C_{CG}(V_{FG}-V_{CG})+C_D(V_{FG}-V_D)+C_SV_{FG}+q_{ch}=Q. \tag{1}
$$

The source term has this form because the source is at 0 V. Any constant work-function offsets would add constants to (1) and cancel from a threshold difference.

The channel responds to the floating gate, the electrode next to it. Neglecting other short-channel effects means two things here: the channel turns on at a floating-gate voltage $V_{FG}^*$ that does not depend on $V_D$, and the facing charge at that point, $q_{ch}^*$, does not depend on $V_D$ either.

Set $V_{FG}=V_{FG}^*$ in (1), where $V_{CG}$ is by definition the threshold $V_T$. Moving the control-gate term to the other side gives

$$
C_{CG}V_T=(C_{CG}+C_D+C_S)V_{FG}^*+q_{ch}^*-Q-C_DV_D .
$$

Division by $C_{CG}$ yields

$$
V_T=\left(1+\frac{C_D+C_S}{C_{CG}}\right)V_{FG}^*
+\frac{q_{ch}^*-Q}{C_{CG}}-\frac{C_D}{C_{CG}}V_D. \tag{2}
$$

Only the last term contains $V_D$. Subtracting (2) at two drain voltages therefore leaves

$$
\boxed{\Delta V_T=-\frac{C_D}{C_{CG}}\,\Delta V_D}. \tag{3}
$$

For the given step,

$$
\Delta V_T=-0.1\times4\ \mathrm V=-0.400\ \mathrm V .
$$

The threshold is reduced by 0.4 V. The positive drain pulls the floating gate up, so less control-gate voltage is needed to reach $V_{FG}^*$. The channel charge may be a nonlinear function of voltage, because (3) compares two states with the same $V_{FG}^*$ and the same $q_{ch}^*$.

No current flows at $V_D=0$, so the threshold there is defined by the condition $V_{FG}=V_{FG}^*$ in (2), not by a measured current. A measurement starting from a read bias of 0.1 V has a step of 3.9 V, and (3) then gives a reduction of 0.390 V.

### (b) The thresholds of the cell

Threshold is taken as the point where the surface potential $\psi$, measured from the neutral body, equals $2\phi_F$. With $\phi_t=k_BT/q$ and an intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$,

$$
\phi_F=\phi_t\ln\frac{N_A}{n_i},\qquad 2\phi_F=0.869\ \mathrm V .
$$

The floating gate is n⁺ silicon with its Fermi level at the conduction-band edge. The control gate, source and drain are taken to be n⁺ silicon of the same kind, so (1) needs no work-function offsets. The body Fermi level lies $q\phi_F$ below midgap. For a gap $E_g=1.12$ eV and no oxide charge, the flat-band voltage is

$$
V_{FB}=-\left(\frac{E_g}{2q}+\phi_F\right)=-0.995\ \mathrm V .
$$

In a depletion layer of depth $x_d$, the field falls linearly from $qN_Ax_d/\varepsilon_{Si}$ at the surface to zero. The potential drop is the area of this triangle, $\psi=qN_Ax_d^2/(2\varepsilon_{Si})$. Hence the depletion charge per area has magnitude

$$
qN_Ax_d=\sqrt{2\varepsilon_{Si}qN_A\psi}=C_{ox}\gamma\sqrt{\psi},
\qquad
\gamma=\frac{\sqrt{2\varepsilon_{Si}qN_A}}{C_{ox}},
$$

where $C_{ox}=\varepsilon_{ox}/t_{ox}$ and $\gamma=0.746\ \mathrm{V^{1/2}}$. An equal positive charge sits on the gate face and produces the oxide voltage $\gamma\sqrt\psi$. Adding the flat-band, silicon and oxide voltages gives

$$
V_{FG}^*=V_{FB}+2\phi_F+\gamma\sqrt{2\phi_F}=0.570\ \mathrm V .
$$

The facing charge is

$$
q_{ch}^*=WL\,C_{ox}\gamma\sqrt{2\phi_F}=288.3\ \mathrm{aC}.
$$

Equation (2) now gives, with $Q=0$,

$$
V_T(0)=1.2\times0.570\ \mathrm V+\frac{288.3\ \mathrm{aC}}{600\ \mathrm{aF}}
\simeq1.165\ \mathrm V,
$$

and

$$
V_T(4\ \mathrm V)=1.165\ \mathrm V-0.400\ \mathrm V=0.765\ \mathrm V .
$$

These values take the facing charge as uniform along the channel. With junctions 50 to 100 nm deep, the two ends of the 400 nm channel lower $V_T(0)$ by an estimated 0.01 to 0.06 V, depending on the junction depth and on whether mobile electrons near the junctions are included. The values are also classical. Quantum confinement holds the channel electrons away from the oxide and reduces their density at a given surface potential, which on a (100) surface would raise both thresholds by roughly 0.08 V and nearly cancel from their difference. The side edges of the 300 nm wide channel are left out too; their effect depends on the isolation beside the cell. The third decimal place therefore describes the model, not a real cell.

**Test with mobile charge.** The calculation above leaves out the channel electrons. Let $V$ be their quasi-Fermi potential, equal to 0 at the source and $V_D$ at the drain. The electron density at local potential $\psi$ is

$$
n=\frac{n_i^2}{N_A}e^{(\psi-V)/\phi_t}
=N_Ae^{(\psi-2\phi_F-V)/\phi_t},
$$

since $n_i^2/N_A^2=e^{-2\phi_F/\phi_t}$. Multiplying Poisson's equation by the potential gradient and integrating from the body to the surface gives a squared surface field $(2qN_A/\varepsilon_{Si})(\psi+\phi_te^{(\psi-2\phi_F-V)/\phi_t})$, with holes in the depletion layer and the very small electron density in the body neglected. Thus

$$
V_{FG}-V_{FB}=\psi+\gamma\sqrt{\psi+\phi_te^{(\psi-2\phi_F-V)/\phi_t}} .
$$

The mobile charge per area, $Q_n$, is the total silicon charge less the depletion part $C_{ox}\gamma\sqrt\psi$, in magnitude. Drift and diffusion together give $I=\mu WQ_n\,dV/dx$. Since $I$ is the same at every $x$, integration over the channel gives

$$
I=\mu\frac WL\int_0^{V_D}Q_n\,dV .
$$

The same relation gives $dx\propto Q_n\,dV$, which fixes the average facing charge to be used in (1).

These equations were solved with $\mu=300\ \mathrm{cm^2/(V\,s)}$, and threshold was defined by a drain current of 20 nA. The result was 1.1633 V at $V_D=0.1$ V and 0.7718 V at 4 V. Including the neglected holes would lower both values by about 0.02 V without noticeably altering their difference. The change is $-0.3915$ V, against $-0.3900$ V from (3). With $C_D$ set to zero, a change of only $-1.40$ mV remains, so the drain capacitance causes nearly all of the shift in this model. Most of this remainder comes from the current, which at fixed $V_{FG}$ is 2.4% larger at 4 V than at 0.1 V.

A stored charge of $-1200$ aC raises the threshold at 0.1 V to 3.1633 V. The increase of 2.000 V equals $-Q/C_{CG}$, while the drain-induced change stays at $-0.3915$ V. Doubling $C_S$, with the other settings held fixed, gives $-0.3916$ V. These results agree with the cancellation of $Q$ and $C_S$ in (3).

### (c) Floating-gate rise at fixed control-gate voltage

Now $V_{CG}$ is fixed and $V_{FG}$ may move. Taking the difference of (1) between the two drain biases gives

$$
(C_{CG}+C_D+C_S)\Delta V_{FG}+\Delta q_{ch}=C_D\Delta V_D .
$$

If the facing charge increases as the floating gate rises, $\Delta q_{ch}>0$ and

$$
\Delta V_{FG}<\frac{C_D\Delta V_D}{C_{CG}+C_D+C_S}
=\frac{60}{720}\times3.9\ \mathrm V=0.325\ \mathrm V .
$$

The long-channel solution, started at threshold with $V_D=0.1$ V and taken to 4 V, gives a rise of 0.249 V. The drain current becomes about 48 times its starting value.

Both the bound and this solution leave out the drain's direct effect on the facing charge, estimated in part (d). If $C_D$ does not already include that effect, the facing charge can fall, the bound no longer holds, and the rise for this cell is roughly 0.4 V.

This rise and the threshold reduction refer to different electrodes. For small changes, write $\Delta q_{ch}=C_{ch}\Delta V_{FG}$ and $C_{tot}=C_{CG}+C_D+C_S+C_{ch}$. The drain raises the floating gate by $(C_D/C_{tot})\Delta V_D$, which is less than $(C_D/C_{CG})\Delta V_D$ because $C_{tot}>C_{CG}$. A control-gate change moves it by $(C_{CG}/C_{tot})\Delta V_{CG}$. Returning to the original $V_{FG}$ requires

$$
\frac{C_{CG}}{C_{tot}}\Delta V_{CG}+\frac{C_D}{C_{tot}}\Delta V_D=0 .
$$

The total capacitance cancels, and $\Delta V_{CG}=-(C_D/C_{CG})\Delta V_D$ as before.

### (d) What the simple model leaves out

**Drain potential under the gate.** Near the drain, the silicon surface potential rises towards the drain potential. Consider a slice of the depletion layer of length $dx$, width $W$ and fixed depth $x_d$, with $\psi(x)$ taken as uniform over the depth. Per unit width, the net outward electric flux through its two vertical faces is $-\varepsilon_{Si}x_d\psi''dx$. The outward flux through the top is $-C_{ox}(V_{FG}-V_{FB}-\psi)dx$, because a positive oxide voltage sends flux into the silicon. No flux crosses the bottom. Gauss's law with enclosed charge $-qN_Ax_d\,dx$ gives

$$
\varepsilon_{Si}x_d\psi''+C_{ox}(V_{FG}-V_{FB}-\psi)=qN_Ax_d .
$$

Division by $C_{ox}$ and rearrangement give

$$
\lambda^2\psi''=\psi-\psi_L,\qquad
\lambda=\sqrt{\frac{\varepsilon_{Si}x_d}{C_{ox}}},\qquad
\psi_L=V_{FG}-V_{FB}-\frac{qN_Ax_d}{C_{ox}} .
$$

Here $x_d=75.0$ nm and $\lambda=47.4$ nm. The ends are held at $\psi(0)=V_{bi}$ and $\psi(L)=V_{bi}+V_D$, where $V_{bi}$ is the built-in junction potential. The equation is linear, so at fixed $V_{FG}$ the drain bias adds

$$
\delta\psi(x)=V_D\frac{\sinh(x/\lambda)}{\sinh(L/\lambda)} .
$$

Its integral is

$$
\int_0^L\delta\psi\,dx
=V_D\lambda\frac{\cosh(L/\lambda)-1}{\sinh(L/\lambda)}
=V_D\lambda\tanh\frac{L}{2\lambda}.
$$

A higher surface potential lowers the oxide voltage, so the facing charge changes by

$$
\delta q_{ch}=-C_{ox}WV_D\lambda\tanh\frac{L}{2\lambda}. \tag{4}
$$

By (2), this reduces $V_T$ by a further $|\delta q_{ch}|/C_{CG}=0.327$ V. For $L\gg\lambda$ the hyperbolic tangent tends to one, and (4) acts as an extra drain capacitance $C_{ox}W\lambda$. It does not vanish in a long channel: at $L=800$ nm, with $C_{CG}$, $C_D$ and $C_S$ held fixed, the reduction is 0.328 V.

**Barrier lowering.** Drain bias also raises the minimum of $\psi(x)$, which controls the entry of electrons from the source. Away from the ends, for $L\gg\lambda$,

$$
\psi-\psi_L\simeq ae^{-x/\lambda}+be^{-(L-x)/\lambda},
$$

with $a=V_{bi}-\psi_L$ and $b=V_{bi}+V_D-\psi_L$. The product of the two terms is independent of $x$, so their sum is smallest where they are equal. The minimum is $2\sqrt{ab}\,e^{-L/2\lambda}$, which grows with $V_D$ and decays with length. Requiring the minimum of $\psi$ to equal $2\phi_F$ at both drain biases gives an additional control-gate reduction of 0.026 V at 400 nm and 0.00035 V at 800 nm.

**Meaning of the ratio.** If $C_D=60$ aF describes only the overlap of gate and drain with its outer fringe, these formulas give a total reduction of about 0.75 V, not 0.4 V. A 50 nm overlap alone has a plate capacitance of 51.8 aF, so this reading is plausible for the example. If instead the ratio 0.1 is the total drain coupling at threshold, it already contains (4), and 0.4 V is the capacitive answer, with barrier lowering still to be added. The estimate is rough because it fixes $x_d$ at 75 nm and takes $\psi$ as uniform over that depth, whereas a one-sided junction estimate gives a depletion width of 180 nm at the biased drain. Solving Poisson's equation in two dimensions, with junctions 50 to 100 nm deep and mobile electrons neglected, gives 0.21 to 0.24 V in place of 0.327 V, and 0.014 to 0.025 V for barrier lowering. The total reduction is then nearer 0.65 V.

**Charge retention.** The assumption of fixed $Q$ also needs care. A threshold shift of 10 mV requires $C_{CG}\times10\ \mathrm{mV}/q$, or 37 electrons. At threshold with 4 V on the drain, and with the voltage drop inside the heavily doped drain neglected, which slightly overestimates the result, the field in the overlap oxide is

$$
\frac{4-0.570}{10}\ \mathrm{V/nm}=3.43\ \mathrm{MV/cm}.
$$

The Fowler–Nordheim estimate, with a 3.1 eV barrier and an oxide electron mass of $0.42m_e$, gives about $10^{-7}$ electrons per year. This neglects oxide defects and the image-force lowering of the barrier. The latter would raise the rate by a factor of roughly 5 to 130, depending on the oxide permittivity used and on whether the image force is counted at one or both oxide faces. The voltage drop inside the drain works the other way: for donor densities of $2.5\times10^{19}$ to $10^{20}\ \mathrm{cm^{-3}}$ it lowers the field by only 1 to 4% but the rate by a factor of about 30 to 2. The rate remains negligible. Hot carriers need a separate look. At threshold the floating gate is 3.43 V below the drain, so the oxide field near the drain repels electrons and favours holes. Next to the floating gate, the top of the oxide barrier lies $3.1-0.57\simeq2.5$ eV above the conduction-band edge of the source. An electron that just crosses the channel barrier has only about 0.1 eV on this scale. The kinetic energy it gains towards the drain is matched by a loss of potential energy, so the drain voltage alone does not carry it over the oxide barrier. Impact ionization near the drain can still supply holes, and collisions between carriers can supply a few more energetic electrons. A current of 20 nA carries $1.2\times10^{11}$ electrons per second, so a net injection of one charge for every $3\times10^9$ of them would shift the threshold by 10 mV in one second. The actual injection rate is not calculated here, so constant $Q$ during a long measurement at high drain bias remains an assumption.

**Comparison with a real device.** The dimensions and voltages are rough typical values for an older silicon NOR flash cell, in which a drain bias of a few volts, together with a high control-gate voltage, is used for hot-electron programming. The source and drain depletion widths, about 80 and 180 nm, add to 260 nm and do not meet in the 400 nm channel. A rough rule for a planar abrupt junction puts breakdown near 6.5 V, but it does not settle the margin: the usual curvature correction for junction radii of 50 to 100 nm brings the same rule down to 3.2 to 3.8 V. Integrating local impact-ionization rates instead gives about 10.7 V for the planar junction and 8 to 9 V for the curved ones. At 4 V the peak field at the curved edge is 0.8 to 1.1 MV/cm and the ionization integral is already about 0.5. The cell is therefore probably below breakdown but subject to appreciable avalanche multiplication, which the models above leave out. Of the two short-channel effects estimated here, the drain coupling outside the overlap is the larger. If $C_D$ counts only the overlap and its fringe, this coupling lowers the threshold by a further 0.2 to 0.3 V, against 0.01 to 0.03 V for barrier lowering.

The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
INPUTS (rough typical NOR flash cell)
Temperature: 300 K
Channel length: 400 nm
Channel width: 300 nm
Tunnel oxide: 10 nm
Acceptor density: 2.0e+17 cm^-3
C_CG: 600 aF
C_D: 60 aF
C_S: 60 aF
Plate capacitance of 50 nm overlap: 51.8 aF
FORMULA
C_D/C_CG: 0.100 (no unit)
Surface potential at threshold: 0.869 V
Flat-band voltage: -0.995 V
Body factor gamma: 0.746 V^0.5
Floating-gate threshold: 0.570 V
Face charge at threshold: 288.3 aC
Control-gate threshold, drain 0 V: 1.165 V
Control-gate threshold, drain 4 V: 0.765 V
Threshold change, 0 to 4 V: -0.400 V
NONLINEAR LONG-CHANNEL SIMULATION
Threshold current: 20 nA
Threshold, drain 0.1 V: 1.1633 V
Threshold, drain 4 V: 0.7718 V
Simulated change, 0.1 to 4 V: -0.3915 V
Formula change, 0.1 to 4 V: -0.3900 V
Simulated change with C_D = 0: -1.40 mV
Stored charge in second run: -1200 aC
Threshold with it, drain 0.1 V: 3.1633 V
Simulated change with it: -0.3915 V
Simulated change with doubled C_S: -0.3916 V
V_FG rise at fixed control gate: 0.249 V
Current gain at fixed control gate: 47.9 times
NEGLECTED EFFECTS (rough estimates, drain 0 to 4 V)
Depletion depth: 75.0 nm
Decay length lambda: 47.4 nm
Extra reduction, drain spread, 400 nm: 0.327 V
Extra reduction, barrier, 400 nm: 0.026 V
Extra reduction, drain spread, 800 nm: 0.328 V
Extra reduction, barrier, 800 nm: 0.00035 V
Total reduction, overlap plus both, 400 nm: 0.754 V
Overlap oxide field: 3.43 MV/cm
Electrons tunnelling per year: 1.0e-07 
Electrons for a 10 mV shift: 37 
Drain depletion width: 180 nm
Source depletion width: 80 nm
Peak junction field: 0.56 MV/cm
Junction breakdown, rough rule: 6.5 V
```
